A uniform vector potential in a nonlocal pseudopotential: current and diamagnetic terms

A calculation of an optical response or a laser-driven current with pseudopotentials has to settle one thing before any propagation starts: when the field enters through a vector potential A, is it enough to replace p by p + A in the kinetic energy, or must the projectors change as well? The answer also fixes which operator is averaged to obtain the current. With a nonlocal potential the projectors do change, and the current and diamagnetic terms acquire corrections that can be as large as the kinetic terms.

**Conventions**

Hartree atomic units are used, with electron charge −1 and the factor 1/c absorbed in A. The kinetic momentum is then p + A, and a uniform A(t) gives the electric field E = −dA/dt. A nonlocal potential V acts through a Hermitian kernel,

(Vψ)(r) = ∫ V(r,r') ψ(r') d³r'.

One physical assumption is made. In the length gauge, where the vector potential is zero, the field adds the energy E·r and leaves V as it was in the field-free atom. This is a model of the ion core: it omits any polarization of the core by the field.

**1. One electron on a line**

In the length gauge

i ∂ψ_L/∂t = [p²/2 + U(x) + V + E x] ψ_L,

where U is local. Define a new wave function by

ψ = exp(−iAx) ψ_L.

Differentiating the phase as well as ψ_L gives

i ∂ψ/∂t = exp(−iAx) [i ∂ψ_L/∂t + (dA/dt) x ψ_L].

Since E = −dA/dt, the last term cancels E x. Writing ψ_L = exp(iAx) ψ leaves

i ∂ψ/∂t = exp(−iAx) [p²/2 + U + V] exp(iAx) ψ.

Each term can now be transformed. For the momentum,

exp(−iAx) p exp(iAx) f = exp(−iAx)(−i)[iA exp(iAx) f + exp(iAx) f'] = (p + A) f,

and applying this twice turns p² into (p + A)². The function U(x) commutes with the phases and is unchanged. The nonlocal term becomes an operator with kernel

V_A(x,x') = exp(−iAx) V(x,x') exp(iAx').

The left phase carries the point where the result is evaluated, the right phase the point where ψ is sampled. Their product is exp[−iA(x−x')], which equals 1 at x = x' but in general differs from 1 when x ≠ x'.

*Local limit.* If V(x,x') = W(x) δ(x−x'), the two phases cancel and V_A = V. Minimal coupling in the kinetic energy is then sufficient.

*Separable case.* If V = |β⟩ε⟨β|, then V_A = |β_A⟩ε⟨β_A| with β_A(x) = exp(−iAx) β(x). The strength ε stays the same; the projector gets a phase.

This can be tested in time. Take U = −2 exp(−x²/2) hartree, a normalized Gaussian projector β ∝ exp(−x²/2) with ε = 0.5 hartree, and the pulse A(t) = 0.3 sin²(πt/8) bohr⁻¹ for 0 ≤ t ≤ 8. Because A(0) = 0, all gauges start from the same ground state. The density |ψ|² is gauge independent, so ⟨x⟩ must agree between gauges.

In the length gauge the largest |⟨x⟩| is 0.262 bohr. The velocity gauge with phased projectors follows that trajectory to within 8.4×10⁻⁷ bohr. Without the phases the largest deviation is 0.274 bohr, larger than the largest displacement itself. The reason appears on transforming the unphased problem back to the length gauge: its nonlocal potential becomes exp(iAx) V exp(−iAx'), which changes during the pulse. The electron is driven by a time-dependent potential that the original model does not contain.

**2. Three dimensions and the role of gauge covariance**

The same result follows from a more general rule. A gauge function χ(r,t) changes the wave function and the vector potential together:

ψ' = exp(−iχ) ψ,  A' = A + ∇χ.

If χ depends on time, the potential energy also gains ∂χ/∂t; for χ = A(t)·r this cancels E·r, as in section 1. For the transformed equation to describe the same state, the nonlocal potential must obey

V_{A+∇χ} = exp(−iχ) V_A exp(iχ).

Start from zero vector potential and choose χ = A(t)·r. Its gradient is A(t), so

V_A(r,r') = exp(−iA·r) V(r,r') exp(iA·r') = V(r,r') exp[−iA·(r−r')].  (1)

Equation (1) is therefore fixed by covariance and by the known V at zero vector potential. The second form shows that the origin of r is immaterial. It also shows that V_A has the periodicity of the crystal whenever V does, although exp(−iA·r) alone is in general not periodic.

For many electrons the transformation is exp(−iA·Σ_j r_j). It commutes with the electron repulsion, and (1) holds for each electron's one-body potential.

*Where the argument stops.* A vector potential with a magnetic field, ∇×A ≠ 0, cannot be generated from zero by a gauge function. One may replace A·(r−r') by a line integral of A from r' to r, but its value then depends on the path, and a path has to be chosen as part of the model. For uniform A every path gives the same phase.

*Semilocal effective core potentials.* Here V acts on the angles at fixed distance r from the nucleus. The addition theorem for spherical harmonics gives

(V_Aψ)(r) = Σ_l v_l(r) [(2l+1)/4π] ∫ P_l(cos θ) exp[−iA·(r−r')] ψ(r') dΩ',

with |r'| = |r| and θ the angle between r and r'. If this integral is done by a quadrature on the sphere to obtain the local energy (V_Aψ)(r)/ψ(r), the wave-function ratio ψ(r')/ψ(r) at each quadrature point is multiplied by exp[−iA·(r−r')].

**3. Expansion to second order**

Let s = A·(r−r'). Taylor's theorem gives

exp(−is) = 1 − is − s²/2 + R₃,  |R₃| ≤ |s|³/6.

Multiplication by r−r' in a kernel is a commutator, because

[r_a,V] has the kernel r_a V(r,r') − V(r,r') r'_a = (r_a − r'_a) V(r,r').

Repeating this, [r_a,[r_b,V]] has the kernel (r_a−r'_a)(r_b−r'_b) V(r,r'). Hence

V_A = V − i Σ_a A_a [r_a,V] − ½ Σ_ab A_a A_b [r_a,[r_b,V]] + O(A³).

The components of a uniform A commute with p, so the kinetic energy is

½(p + A)² = ½p² + A·p + ½A².

Collecting equal powers of A in the full Hamiltonian,

H_A = H₀ + Σ_a A_a v_a + ½ Σ_ab A_a A_b D_ab + O(A³),  (2)

v_a = p_a − i[r_a,V],  (3)

D_ab = δ_ab − [r_a,[r_b,V]].  (4)

Equation (3) is the velocity operator. From the Heisenberg equation, dr_a/dt = i[H₀,r_a]. The kinetic part gives i[p²/2,r_a] = i(−ip_a) = p_a, a local potential gives zero, and the nonlocal part gives i[V,r_a] = −i[r_a,V].

The velocity in the presence of A follows in the same way. Since H_A = exp(−iA·r) H₀ exp(iA·r), differentiation with respect to A_a brings down −ir_a on the left and +ir_a on the right:

∂H_A/∂A_a = −i r_a H_A + i H_A r_a = i[H_A,r_a].

The derivative of the Hamiltonian is thus the velocity. Multiplying by the charge −1 and using (2), the total charge current is

J_a = −∂H_A/∂A_a = −v_a − Σ_b D_ab A_b + O(A²).  (5)

The first term is the paramagnetic current operator and the second the diamagnetic one. Both contain V. Replacing D_ab by δ_ab gives the velocity v_a + A_a, which belongs to the Hamiltonian with unphased projectors. Replacing v by p as well gives p_a + A_a, which is the velocity only when the potential is local. In a crystal, dividing by the volume gives the average current density. Equation (5) does not determine a current density at each point, because a uniform A probes the total alone.

*Size of the corrections.* For a projector confined within a radius r_c of its atom, |r−r'| ≤ 2r_c, so |s| ≤ 2|A|r_c, and the remainder bound shows that truncating V_A at second order is accurate when 2|A|r_c is small. The first two corrections can still be large compared with the kinetic terms, since that depends on the strength of V. In a strong pulse the phases in (1) can be kept whole, and the truncation is avoided.

**4. Separable projectors and a hand estimate**

For V = |β⟩ε⟨β| the commutators need nothing beyond the projector multiplied by coordinates:

[r_a,V] = |r_aβ⟩ε⟨β| − |β⟩ε⟨r_aβ|,

[r_a,[r_b,V]] = ε ( |r_a r_bβ⟩⟨β| − |r_aβ⟩⟨r_bβ| − |r_bβ⟩⟨r_aβ| + |β⟩⟨r_a r_bβ| ).

In a state ψ, the nonlocal part of D_zz is therefore

⟨D_zz⟩_nl = −2ε Re(⟨ψ|z²β⟩⟨β|ψ⟩) + 2ε |⟨ψ|zβ⟩|².

Consider one normalized s projector β_s ∝ exp(−r²/2σ²) of strength ε_s, and three p projectors β_i = (√2 r_i/σ) β_s of strength ε_p. As a simple limit, let ψ = β_s. The density β_s² has ⟨z²⟩ = σ²/2.

- The s projector has ⟨β_s|z²β_s⟩ = σ²/2 and ⟨β_s|zβ_s⟩ = 0. It contributes −ε_sσ².
- The p_z projector is orthogonal to ψ, but ⟨β_s|zβ_z⟩ = (√2/σ)(σ²/2) = σ/√2. It contributes 2ε_p(σ²/2) = ε_pσ².
- The p_x and p_y projectors contribute zero by symmetry.

Together,

⟨D_zz⟩_nl = (ε_p − ε_s) σ².

For ε_s = −1 hartree, ε_p = 0.5 hartree and σ = 1 bohr this is 1.5, against the kinetic value 1. The projector that does not act on ψ itself still contributes, because multiplication by z couples s to p. If the s and p strengths are equal, the correction cancels in this state.

**5. Plane waves and grids**

Let Ω be the cell volume and let the plane waves be labelled by k+G. The phase exp(iA·r) turns |k+G'⟩ into |k+A+G'⟩, so (1) gives

⟨k+G|V_A|k+G'⟩ = ⟨k+A+G|V|k+A+G'⟩.  (6)

For one projector per cell the right side is (ε/Ω) β̃(k+A+G) β̃*(k+A+G'), where β̃(q) = ∫ exp(−iq·r) β(r) d³r. The kinetic energy becomes ½|k+A+G|², and a local periodic potential depends on G−G' alone. The whole Bloch Hamiltonian thus changes from H_k to H_{k+A}. Comparing its Taylor series with (2),

v_a = ∂H_k/∂k_a,  D_ab = ∂²H_k/∂k_a∂k_b.

The set of G vectors is held fixed in these derivatives. If it is reselected at each k by an energy cutoff, the matrix changes size and the derivative is no longer defined at the jumps.

On a real-space grid the phase must use the continuous displacement from the atom. Suppose an atom sits at z = 0 and the coordinate is wrapped into 0 ≤ z < a. The left half of the projector is then assigned z + a and gets a spurious factor exp(−iA_z a) relative to the right half. This factor is harmless if A_z a is a multiple of 2π, and otherwise it distorts the projector.

The crystal used for testing is simple cubic with a = 5 bohr. It has a local well −2 exp(−r²/2) hartree on each site and the projectors of section 4 with the strengths given there. The basis has 461 plane waves. These are round model parameters and represent no particular material.

Phased projectors integrated on a real-space grid reproduce the shifted matrix (6) to 6×10⁻¹⁵ hartree. The commutator matrices agree with finite differences of the plane-wave matrix, including a mixed xz element of D. Halving A reduces the operator remainder by 8.002, as an A³ term requires. For k_z = 0.157 bohr⁻¹ and A_z = 0.05 bohr⁻¹, the s-projector element at G = G' = 0 is −0.3414 hartree with the true displacement and −0.3503 hartree with the wrapped coordinate, an error of 2.6% of the correct value.

**6. One band at one k**

For a nondegenerate band and A along z, insert (2) into second-order perturbation theory. The term quadratic in A has a direct part from D and a part from v acting twice:

E(A) = E₀ + A⟨v_z⟩ + A² [½⟨D_zz⟩ − Σ_n |⟨n|v_z|0⟩|²/(E_n−E₀)] + O(A³).

The sum runs over the other bands at the same k. Differentiating twice,

∂²E/∂A² = ⟨D_zz⟩ − 2 Σ_n |⟨n|v_z|0⟩|²/(E_n−E₀).  (7)

By (6) this is also the band curvature, the inverse effective mass along z.

For the lowest band at k = (0, 0, 0.157) bohr⁻¹, the velocity in atomic units is

⟨v_z⟩ = 0.02524 + 0.04593 = 0.07117.

The first number is ⟨p_z⟩ and the second comes from −i[z,V]. The nonlocal part is nearly twice the momentum part. The finite-difference slope of the band is 0.07117, which confirms that the sum is the velocity.

The curvature is

∂²E/∂A² = 1 + 1.7677 − 2.4158 = 0.3519,

from the kinetic diamagnetic, nonlocal diamagnetic and paramagnetic terms in turn. It too agrees with the finite-difference value. The hand estimate of 1.5 for the nonlocal term has the right sign and size; the band state is not the single Gaussian β_s. A Bloch sum of β_s over the sites already gives 1.58 through overlap with neighbouring cells, and the different shape of the band state supplies the rest.

For A = 0.05 bohr⁻¹ the second-order energy shift is

0.05 × 0.07117 + ½ × 0.0025 × 0.3519 = 0.003558 + 0.000440 = 0.003998 hartree.

Direct diagonalization gives 3.958 millihartree, or 107.7 meV. The truncation error is 1.0% of the direct shift. Halving A reduces this error by 8.21; an error of the form c₃A³ + c₄A⁴ gives the ratio 8(1+x)/(1+x/2) with x = c₄A/c₃, which exceeds 8 when the two terms have the same sign and tends to 8 as A → 0. Here c₃ and c₄ are both negative, x is about 0.06 and the formula gives 8.23; higher orders bring this to 8.21. Leaving V without phases gives 2.113 millihartree, which falls short of the direct shift by 47% of that shift.

**7. The static limit**

*Finite system.* For constant A, H_A is a unitary transform of H₀ and the energies cannot change. Equation (7) must then vanish, and it does so explicitly. From v_z = i[H₀,z],

⟨n|v_z|0⟩ = i(E_n−E₀)⟨n|z|0⟩,

so the sum in (7) becomes

2 Σ_n (E_n−E₀)|⟨n|z|0⟩|² = ⟨[z,[H₀,z]]⟩ = ⟨D_zz⟩.

The first equality follows by writing the double commutator as 2zH₀z − z²H₀ − H₀z² and inserting a complete set of states. The second uses [H₀,z] = −iv_z and −i[z,v_z] = D_zz. This is the oscillator-strength sum rule for a nonlocal potential: per electron its value is ⟨D_zz⟩, which need not be 1.

*Filled band.* In a crystal exp(iA·r) changes the Bloch boundary condition, so an individual level moves from E(k) to E(k+A). For an isolated filled band, however, the sum over the zone is unchanged, since the shifted k points cover the same zone. Equivalently, ∂E/∂k_z is periodic, and the integral of its derivative over the zone is zero. The diamagnetic and paramagnetic terms must cancel on average.

The lowest band of the model is separated from the next by 1.56 hartree on the k mesh, which misses the band extrema; from the zone corner of the first band to the zone centre of the second the gap is 1.53 hartree. Its zone averages per electron are

1 + 1.62574 − 2.62574 ≈ 0,

with a residual of 1.6×10⁻⁶. Without the nonlocal corrections the result is

1 − 0.38265 = 0.61735.

This number shows what happens when both the projector phases and the nonlocal part of the current operator are left out. With unphased projectors the Hamiltonian is H = H₀ + A p_z + ½A². If the current is taken to be −(p_z + A), the ground state at constant A, which corresponds to no electric field, gives an average of −0.617 A per electron in an insulator. This is not a flow of charge. Although p_z + A equals ∂H/∂A, the velocity of this Hamiltonian is i[H,z] = v_z + A, because V does not commute with z. At fixed A that velocity is the k_z derivative of the unphased Bloch Hamiltonian, so its average over the filled band is zero. The spurious term matters when −(p_z + A) is used to compute a frequency-dependent conductivity J/E, where E = iωA for time dependence exp(−iωt): it diverges as 1/ω and imitates the response of free carriers.

The cancellation also gives a practical check for a velocity-gauge calculation. Apply a small static A to a filled-band insulator, take the ground state in the presence of A (or switch A on adiabatically), and average over a converged k mesh: the current linear in A should vanish. The state matters: immediately after a sudden switch-on the electrons are still in the field-free states, and (5) then gives the diamagnetic term alone, −⟨D_zz⟩A, which is −2.626 A per electron in the model. If the ground-state current does not vanish, the phases of the projectors, the operator v, the tensor D, the number of empty bands in the sum, the basis cutoff and the k mesh are the places to look; an incomplete plane-wave basis leaves a residual even when every nonlocal correction is present. A vanishing current does not by itself prove that the phases are present: unphased projectors combined with their own velocity v_z + A pass the same test. Nor does it prove that the current operator is complete: with phased projectors, ⟨p_z + A⟩ is the momentum of the band state at k+A, a periodic function of k whose zone average does not depend on A, so the incomplete current −(p_z + A) also passes. Phased projectors with v_z + A do fail, with a velocity of (1 − 2.626) A = −1.626 A per electron in the model.

Numbers as computed

```
MODEL 1: driven electron in one dimension
well depth 2.0 hartree, projector strength 0.5 hartree
peak A 0.3 bohr^-1, pulse length 8.0 a.u. of time
ground-state energy: -0.88810 hartree
largest |<x>|, length gauge: 0.26224 bohr
largest deviation, velocity gauge with phases: 8.4e-07 bohr
largest deviation, velocity gauge without phases: 0.27419 bohr
MODEL 2: simple cubic crystal
lattice constant 5.0 bohr, G cutoff 6.0 bohr^-1, plane waves 461
well depth 2.0 hartree, well width 1.0 bohr
projector width 1.0 bohr, strengths s -1.0, p 0.5 hartree
max error, phased projectors vs shifted k: 6.2e-15 hartree
max error, first-order matrix: 1.8e-07 a.u.
max error, second-order zz matrix: 1.6e-07 a.u.
max error, second-order xz matrix: 9.8e-06 a.u.
operator remainder ratio on halving A: 8.002
example k_z: 0.15708 bohr^-1, A_z: 0.05 bohr^-1
s element at G=G'=0, true displacement: -0.34141 hartree
s element at G=G'=0, wrapped coordinate: -0.35031 hartree
lowest band energy at k: -1.418694 hartree
momentum part of velocity <p_z>: 0.025242 a.u.
nonlocal part of velocity: 0.045926 a.u.
total velocity <v_z>: 0.071168 a.u.
slope of band by finite difference: 0.071168 a.u.
nonlocal diamagnetic part (kinetic part is 1): 1.767728 a.u.
paramagnetic part: -2.415795 a.u.
total curvature: 0.351933 a.u.
curvature by finite difference: 0.351933 a.u.
energy shift, direct: 3.9579 millihartree
energy shift, direct, converted: 107.699 meV
energy shift, second order: 3.9983 millihartree
energy shift, V without phases: 2.1128 millihartree
energy remainder ratio on halving A: 8.212
FILLED LOWEST BAND, zone average per electron
gap on the mesh: 1.5551 hartree
nonlocal diamagnetic part: 1.625737 a.u.
paramagnetic part with v: -2.625736 a.u.
sum with nonlocal corrections: 1.6e-06 a.u.
paramagnetic part with p only: -0.382650 a.u.
sum without nonlocal corrections: 0.617350 a.u.
```
